# Transposition matrices and Kotani, Rumer and Serber spin bases

Six electrons occupy six orbitals, one in each, around a ring. Their spins can form bonds (12), (34), (56), or equally well (23), (45), (61). Nothing in the ring prefers one pattern, and a rotation by one site turns each into the other. A nondegenerate state is unchanged by that rotation up to a phase, so it cannot be either pattern alone. It can combine both, along with other pairings, and the electronic energy depends on how such combinations respond when two spins are exchanged. We need the matrices of the exchanges $P_{ij}$ in a space of fixed total spin $S$, and a way to read the result as bonds.

Only spin functions are treated here. $P_{ij}$ exchanges the spins at places $i$ and $j$, all functions have $M=S$, and spins are in units of $\hbar$.

## The direct scheme and its failures

The direct scheme writes every pairing as a product of singlets
$$[ij]=\frac{\alpha_i\beta_j-\beta_i\alpha_j}{\sqrt2}=-[ji],$$
and takes the integrals of $P_{ij}$ between pairings as its matrix. It fails twice.

First, there are too many pairings. Expanding both sides in spin products gives
$$[13][24]=[12][34]+[14][23],$$
since each side equals $\tfrac12(\alpha\alpha\beta\beta-\alpha\beta\beta\alpha-\beta\alpha\alpha\beta+\beta\beta\alpha\alpha)$. For six electrons there are $5\cdot3\cdot1=15$ pairings. To count the independent singlets, note that each multiplet of spin at least $S$ has one state with $M=S$. Subtracting the number of states with $M=S+1$ leaves the multiplets of spin $S$:
$$f=\binom{N}{N/2-S}-\binom{N}{N/2-S-1}.$$
For $N=6$ and $S=0,1,2,3$ this is 5, 9, 5, 1. The dimensions add up correctly: $5\cdot1+9\cdot3+5\cdot5+1\cdot7=64$.

Second, pairings overlap. If $G$ is their overlap matrix, the integrals of the identity operator give $G$, not the unit matrix. Such integral matrices therefore do not multiply like the permutations.

Both failures are avoided by an orthonormal basis, where the functions are independent and $G$ is the unit matrix; we build one in which exchanges are known in closed form. The bonds can be recovered afterwards.

## Kotani functions reduce neighbour exchanges to small blocks

Couple the spins one at a time. The partial spins $S_1,S_2,\ldots,S_N=S$ form a path of steps U ($+\tfrac12$) and D ($-\tfrac12$) that never goes below zero. Functions with different paths differ in an eigenvalue of some partial spin, so they are orthogonal. These are the Kotani functions.

An exchange $P_{k,k+1}$ commutes with every partial spin except $S_k$. It can therefore mix only paths that differ in $S_k$. Let $s=S_{k-1}$. If the two steps are UU or DD, the spin changes by one, which requires the pair to be a triplet, and the exchange gives $+1$. If the spin returns to $s$, the paths UD and DU can mix.

To find their $2\times2$ block, let $|s,m\rangle$ be the state of the first $k-1$ spins. A step up from the highest state gives $|s,s\rangle\alpha$. A step down has the form $x|s,s\rangle\beta+y|s,s-1\rangle\alpha$, and the total raising operator must annihilate it:
$$x+y\sqrt{2s}=0.$$
Normalizing, with the convention $x>0$, gives
$$|s-\tfrac12,s-\tfrac12\rangle=\frac{\sqrt{2s}\,|s,s\rangle\beta-|s,s-1\rangle\alpha}{\sqrt{2s+1}}.\tag{1}$$
This is the Clebsch-Gordan phase with the earlier spins coupled first.

Abbreviate $A=|s,s\rangle\alpha\beta$, $B=|s,s\rangle\beta\alpha$ and $F=|s,s-1\rangle\alpha\alpha$. Adding $\alpha$ to (1) gives
$$|{\rm DU}\rangle=\frac{\sqrt{2s}\,B-F}{\sqrt{2s+1}}.$$
For UD, apply (1) with $s$ replaced by $s+\tfrac12$. This needs the second state of the upper multiplet, which follows by lowering $|s,s\rangle\alpha$:
$$|s+\tfrac12,s-\tfrac12\rangle=\frac{\sqrt{2s}\,|s,s-1\rangle\alpha+|s,s\rangle\beta}{\sqrt{2s+1}}.$$
Hence
$$|{\rm UD}\rangle=\frac{(2s+1)A-B-\sqrt{2s}\,F}{\sqrt{(2s+1)(2s+2)}}.$$
The exchange interchanges $A$ and $B$ and leaves $F$ alone. The three matrix elements are
$$\langle{\rm UD}|P|{\rm UD}\rangle=\frac{-2(2s+1)+2s}{(2s+1)(2s+2)}=-\frac1{2s+1},$$
$$\langle{\rm DU}|P|{\rm DU}\rangle=\frac1{2s+1},$$
$$\langle{\rm UD}|P|{\rm DU}\rangle=\frac{\sqrt{2s}(2s+1)+\sqrt{2s}}{(2s+1)\sqrt{2s+2}}=\frac{\sqrt{2s(2s+2)}}{2s+1}.$$
With $d=2s+1$, the block in the order (UD, DU) is
$$U(P_{k,k+1})=\begin{pmatrix}-1/d&r\\ r&1/d\end{pmatrix},\qquad r=\frac{\sqrt{d^2-1}}d.\tag{2}$$
This is the Young-Yamanouchi orthogonal form. Since $P$ commutes with the pair's and earlier spins' total spin, the block is the same for every $M$, and coupling later spins does not change it.

For $s=0$ only UD exists, the pair is a singlet, and the entry is $-1$. For large $s$ the block approaches $\begin{pmatrix}0&1\\1&0\end{pmatrix}$: relative to a long spin, U and D act like two distinguishable spin directions, which the exchange simply swaps.

## From neighbours to every exchange

The six-electron singlet paths, in lexicographic order with D before U, are

1. UDUDUD
2. UDUUDD
3. UUDDUD
4. UUDUDD
5. UUUDDD

For $P_{23}$, the first spin gives $s=\tfrac12$ and $d=2$. Paths 1 and 3 then form a block with diagonal entries $\tfrac12,-\tfrac12$ and off-diagonal entry $\sqrt3/2=0.866$. For $P_{34}$, paths 5 and 4 have $s=1$ and $d=3$, giving $-\tfrac13,\tfrac13$ and $\sqrt8/3=0.943$.

A distant exchange is a product of neighbour exchanges, for example $P_{13}=P_{23}P_{12}P_{23}$. On paths (1,3),
$$\begin{pmatrix}\frac12&\frac{\sqrt3}2\\\frac{\sqrt3}2&-\frac12\end{pmatrix}
\begin{pmatrix}-1&0\\0&1\end{pmatrix}
\begin{pmatrix}\frac12&\frac{\sqrt3}2\\\frac{\sqrt3}2&-\frac12\end{pmatrix}
=\begin{pmatrix}\frac12&-\frac{\sqrt3}2\\-\frac{\sqrt3}2&-\frac12\end{pmatrix}.$$

For a general permutation the order of factors matters. Let $P_\pi$ move the spin at place $i$ to place $\pi(i)$, so that $P_\pi P_\tau=P_{\pi\tau}$. Write the word $\pi(1)\pi(2)\ldots\pi(N)$. Swapping its entries at positions $k,k+1$ multiplies $\pi$ on the right by that neighbour exchange. If swaps $t_1,\ldots,t_m$ sort the word, then $\pi t_1\cdots t_m=1$, and because each $t$ is its own inverse,
$$U(\pi)=U(t_m)\cdots U(t_1).\tag{3}$$

The sum of all exchanges provides a check. A triplet has $\mathbf s_i\cdot\mathbf s_j=\tfrac14$ and a singlet $-\tfrac34$, so $P_{ij}=\tfrac12+2\mathbf s_i\cdot\mathbf s_j$. Then
$$S(S+1)=\frac{3N}4+\sum_{i<j}\left(P_{ij}-\frac12\right),$$
$$\sum_{i<j}P_{ij}=S(S+1)+\frac{N(N-4)}4.\tag{4}$$
For six-electron singlets the sum is 3 times the unit matrix, with trace 15. All 15 exchanges are conjugate and have equal trace, so each trace must be 1. The diagonals of the neighbour matrices and of $P_{16}$ in the numerical output satisfy this.

## Recovering bonds: Rumer functions

Kotani functions solve the multiplication problem but hide the bonds. To restore them without dependent pairings, read each path as a diagram: every D closes the most recently opened U. Arcs then do not cross, and unmatched U steps are unpaired $\alpha$ spins. There is one diagram per path:

1. (12)(34)(56)
2. (12)(36)(45)
3. (14)(23)(56)
4. (16)(23)(45)
5. (16)(25)(34)

Each arc with $i<j$ stands for $[ij]$.

No product expansion is needed to find their Kotani components. Equation (1) at $s=\tfrac12$ gives $(\alpha\beta-\beta\alpha)/\sqrt2$, so $[12][34]\cdots$ followed by unpaired $\alpha$ spins is itself a Kotani function, sign included. Any other Rumer function is a permutation of it. Its column in the Rumer-to-Kotani matrix $C$ is $U(\pi)$ acting on one unit vector.

For (14)(23)(56) the word is 142356. Swapping positions 2,3 and then 3,4 sorts it, so (3) gives $U(P_{34})U(P_{23})$. Starting from Kotani function 1,
$$e_1\;\xrightarrow{P_{23}}\;\tfrac12e_1+\tfrac{\sqrt3}2e_3\;\xrightarrow{P_{34}}\;-\tfrac12e_1+\tfrac{\sqrt3}2e_3,$$
because $P_{34}$ is $-1$ on path 1 and $+1$ on path 3. This is column 3 of $C$.

Are the diagrams independent? In Rumer function $p$, consider the first $k$ spins. Closed arcs among them contribute spin zero, so $m$ open ends allow a spin of at most $m/2$. A Kotani function $q$ can contribute only if its path lies nowhere above $p$. In the chosen order, $C$ is upper triangular.

Its diagonal follows from one product: $\alpha$ at every U of $p$ and $\beta$ at every D. In the Rumer function with $n=N/2-S$ arcs its coefficient is $2^{-n/2}$. A Kotani function $q$ contains this product only if its partial spins are at least the partial $M$ values, so $q$ lies nowhere below $p$. Together with the previous condition, only $q=p$ remains. In that Kotani function, (1) supplies $\sqrt{m/(m+1)}$ at each D, where $m=2s$ is the number of open ends before the step. Therefore
$$C_{pp}=\prod_{\rm D}\sqrt{\frac{m+1}{2m}}>0.\tag{5}$$
The determinant is nonzero, so the Rumer functions are independent. For path 5, $m=3,2,1$ gives $\sqrt{\frac46\cdot\frac34\cdot1}=0.707$.

A triangular matrix with positive diagonal also means that Gram-Schmidt orthogonalization of the Rumer functions, in this order, returns the Kotani functions. $C_{pp}$ is the length of the part of Rumer function $p$ orthogonal to its predecessors. For $n$ fully nested arcs, (5) telescopes to $\sqrt{(n+1)/2^n}$. This tends to zero for large $n$: the functions remain independent, but the inverse $C^{-1}$, which takes Kotani components to Rumer coefficients, has the growing entry $\sqrt{2^n/(n+1)}$ and amplifies errors.

For singlets the overlap $G=C^TC$ can be read from diagrams. A noncrossing arc encloses an even number of places, so it joins an odd place to an even one. Orient all arcs from odd to even and superpose two diagrams. In each closed loop the spins must alternate, which leaves two assignments. A loop of $2l$ places has $2l$ arc factors of magnitude $1/\sqrt2$, and the signs multiply to $+1$ in both assignments. It contributes $2\cdot2^{-l}$, so $c$ loops give
$$|G_{pq}|=2^{c-N/2}.\tag{6}$$
Returning to $i<j$ costs a minus sign for every arc that begins at an even place. The two Kekulé diagrams, 1 and 4, form one loop and have 0 and 2 such arcs: their overlap is $+\tfrac14$.

## Keeping pairs intact: Serber functions

Rumer functions show bonds but are not orthogonal. Kotani functions are orthogonal, but numbers 4 and 5 are not eigenfunctions of $P_{34}$, so they do not say whether pair (34) is singlet or triplet. If the pairs (12), (34), (56) are physical units, we want both properties.

Serber functions couple each pair to spin 0 or 1 and then couple the pairs in sequence. For even $N$ they share $S_2,S_4,\ldots$ with the Kotani functions. Only the spin in the middle of a pair must be recombined, within the same UD/DU block. The singlet is $(A-B)/\sqrt2$, and its components are
$$\langle{\rm UD}|\text{singlet}\rangle=\frac{(2s+1)+1}{\sqrt{2(2s+1)(2s+2)}}=\sqrt{\frac{d+1}{2d}}\equiv a,$$
$$\langle{\rm DU}|\text{singlet}\rangle=-\sqrt{\frac{2s}{2(2s+1)}}=-\sqrt{\frac{d-1}{2d}}\equiv-c_d.$$
The triplet is orthogonal to it, hence $\pm(c_d,a)$. The Clebsch-Gordan convention makes the coefficient of $|s,s\rangle(\alpha\beta+\beta\alpha)$ positive. In $c_d|{\rm UD}\rangle+a|{\rm DU}\rangle$ the coefficient of $A$ is $c_d\sqrt{(2s+1)/(2s+2)}>0$, so the plus sign holds. With rows (UD, DU) and columns (singlet, triplet),
$$T_{\rm pair}=\begin{pmatrix}a&c_d\\-c_d&a\end{pmatrix}.\tag{7}$$
UU and DD are triplets with factor $+1$. The Serber-to-Kotani matrix $T$ is the product of these factors over the pairs. An odd last electron would have to be coupled separately.

Label a Serber function by the path in which UD means singlet and the other steps triplet. For six-electron singlets only functions 4 and 5 mix, through pair (34) with $s=1$, $d=3$: $a=\sqrt{2/3}=0.816$ and $c_d=\sqrt{1/3}=0.577$. Function 4 has three triplet pairs; function 5 has a singlet in (34) and triplets in the other two.

Rumer functions go to Serber functions by $T^TC$. Take diagram 5, which contains the bond (34). Its component on Serber function 4 is
$$0.816(-0.500)+0.577(0.707)=0,$$
as it must be, because that function has a triplet in (34).

For $N=6$ and all four values of $S$, the exchange matrices, $C$ and $T$ were tested against explicit 64-component vectors, with Kotani and Serber functions obtained as joint eigenvectors of spin operators. The largest absolute difference was about $2\times10^{-14}$.

## The ring in three bases

Take the Heisenberg model
$$H=J\sum_{\rm ring}\mathbf s_i\cdot\mathbf s_{i+1},\qquad J>0,$$
with place 7 equal to place 1. It describes six electrons fixed one per site, with one exchange constant between neighbours. Charge transfer, unequal couplings, exchange between non-neighbours and cyclic exchanges of more than two electrons are left out. The model is the strong-repulsion limit of the half-filled Hubbard ring with hopping $t$ and on-site repulsion $U$, where the first new coupling is second-neighbour exchange $4t^4/U^3$. In that ring the states with one electron per site carry 0.96 of the ground state at $U/t=20$ but only 0.45 at $U/t=4$, so the weights found below belong to the spin model and are not those of a molecule such as benzene.

The singlet projector is $Q_{ij}=\tfrac14-\mathbf s_i\cdot\mathbf s_j$, so $H=J(\tfrac32-\sum Q)$. It leaves a bond $[ij]$ unchanged. If $i$ and $j$ belong to different arcs $[ia]$ and $[bj]$, with $i,b$ odd, projecting their product on $[ij]$ leaves
$$\frac1{\sqrt2}\left(\frac12\alpha_b\beta_a-\frac12\beta_b\alpha_a\right)=\frac12[ba].$$
Thus $Q_{ij}[ia][bj]=\tfrac12[ij][ba]$: the arcs reconnect with factor $\tfrac12$.

Let $\kappa$ be the sum of the two Kekulé functions and $\delta$ the sum of the three Dewar functions (2, 3 and 5), all oriented odd to even. In a Kekulé function, three ring bonds are intact and each of the other three produces half of a different Dewar function. In a Dewar function, two ring bonds are intact; of the other four, two produce half of one Kekulé function each and two half of the other. Hence
$$\sum Q\,\kappa=3\kappa+\delta,\qquad \sum Q\,\delta=3\kappa+2\delta.$$
For $\psi=\kappa+\rho\delta$ with eigenvalue $\lambda$,
$$\lambda=3+3\rho,\qquad \lambda\rho=1+2\rho,$$
so $3\rho^2+\rho-1=0$. The root with larger $\lambda$ gives
$$\rho=\frac{\sqrt{13}-1}6=0.434,$$
$$E_0=J\left(\frac32-3-3\rho\right)=-\left(1+\frac{\sqrt{13}}2\right)J=-2.803J.$$
Direct diagonalization of all 64 states gives the same lowest energy. The lowest triplet is at $-2.118J$.

One Kekulé function alone has three singlet bonds and no mean coupling between them, giving $3(-\tfrac34)J=-2.25J$. For $\kappa$, the overlaps are $\langle\kappa|\kappa\rangle=2+2\cdot\tfrac14=\tfrac52$ and $\langle\kappa|\delta\rangle=6\cdot\tfrac12=3$, so
$$E_\kappa=J\left(\frac32-\frac{3\cdot\frac52+3}{\frac52}\right)=-2.70J.$$
In this model, Kekulé mixing supplies most of the lowering from $-2.25J$; adding the Dewar functions supplies the remaining $0.10J$.

With arcs written $i<j$, the normalized Rumer coefficients $x_p$ are $0.410$ for Kekulé and $-0.178$ for Dewar functions. The minus sign is the arc convention: each Dewar diagram has one arc beginning at an even place. Since the functions overlap, $x_p^2$ is not a probability. The Chirgwin-Coulson weight is $w_p=x_p(Gx)_p$, and the weights add to $x^TGx=1$. For diagram 1,
$$(Gx)_1=0.4098\left(1+\tfrac14\right)+3(0.1780)\tfrac12=0.779,$$
$$w_1=0.410\cdot0.779=0.319.$$
The two Kekulé weights total 0.639 and the three Dewar weights 0.361. These numbers divide overlap terms by convention; $w_p$ need not be positive in other states.

The same function (12)(34)(56) is also number 1 in the Kotani and Serber bases. There its coefficient is 0.779 and its population $0.779^2=0.607$. This is the probability of finding all three pairs singlet. Both numbers contain overlap with the other Rumer functions, counted differently. With $(Gx)_1=x_1+o$, $x_1=0.4098$ and $o=0.3694$, the weight is $x_1^2+x_1o=0.1679+0.1514=0.319$, whereas the population is $x_1^2+2x_1o+o^2=0.1679+0.3028+0.1365=0.607$.

The three Serber functions with one singlet pair and two triplet pairs all have coefficient $-0.332$. A rotation by two sites permutes the pairs and leaves $\psi$ unchanged, and two triplets coupled to zero are symmetric under their interchange, so the coefficients must agree. In the Kotani basis the corresponding entries are $-0.332$, $-0.332$ and $-0.126$, because function 5 does not keep pair (34) intact. Applying (7) restores the equality:
$$-0.5774(0.3964)+0.8165(-0.1258)=-0.332.$$

## Values computed for the example and the checks

```
Matrix entries, coefficients, weights: pure numbers; energies: J
N = 6  dimensions for S=0,1,2,3: 5 9 5 1
S=0 no.1 path UDUDUD Rumer (12)(34)(56) Serber pair spins 0 0 0
S=0 no.2 path UDUUDD Rumer (12)(36)(45) Serber pair spins 0 1 1
S=0 no.3 path UUDDUD Rumer (14)(23)(56) Serber pair spins 1 1 0
S=0 no.4 path UUDUDD Rumer (16)(23)(45) Serber pair spins 1 1 1
S=0 no.5 path UUUDDD Rumer (16)(25)(34) Serber pair spins 1 0 1
P12 diag  -1.00000  -1.00000   1.00000   1.00000   1.00000 off none
P23 diag   0.50000   0.50000  -0.50000  -0.50000   1.00000 off (1,3)=0.86603 (2,4)=0.86603
P34 diag  -1.00000   1.00000   1.00000   0.33333  -0.33333 off (4,5)=0.94281
P45 diag   0.50000  -0.50000   0.50000  -0.50000   1.00000 off (1,2)=0.86603 (3,4)=0.86603
P56 diag  -1.00000   1.00000  -1.00000   1.00000   1.00000 off none
P16 Kotani row 1:   0.50000   0.00000   0.00000  -0.50000   0.70711
P16 Kotani row 2:   0.00000   0.50000  -0.50000   0.57735   0.40825
P16 Kotani row 3:   0.00000  -0.50000   0.50000   0.57735   0.40825
P16 Kotani row 4:  -0.50000   0.57735   0.57735  -0.16667   0.23570
P16 Kotani row 5:   0.70711   0.40825   0.40825   0.23570  -0.33333
C Rumer->Kotani row 1:   1.00000  -0.50000  -0.50000   0.25000  -0.50000
C Rumer->Kotani row 2:   0.00000   0.86603   0.00000  -0.43301   0.00000
C Rumer->Kotani row 3:   0.00000   0.00000   0.86603  -0.43301   0.00000
C Rumer->Kotani row 4:   0.00000   0.00000   0.00000   0.75000  -0.50000
C Rumer->Kotani row 5:   0.00000   0.00000   0.00000   0.00000   0.70711
C^-1 Kotani->Rumer row 1:   1.00000   0.57735   0.57735   0.33333   0.94281
C^-1 Kotani->Rumer row 2:   0.00000   1.15470   0.00000   0.66667   0.47140
C^-1 Kotani->Rumer row 3:   0.00000   0.00000   1.15470   0.66667   0.47140
C^-1 Kotani->Rumer row 4:   0.00000   0.00000   0.00000   1.33333   0.94281
C^-1 Kotani->Rumer row 5:   0.00000   0.00000   0.00000   0.00000   1.41421
T Serber->Kotani row 1:   1.00000   0.00000   0.00000   0.00000   0.00000
T Serber->Kotani row 2:   0.00000   1.00000   0.00000   0.00000   0.00000
T Serber->Kotani row 3:   0.00000   0.00000   1.00000   0.00000   0.00000
T Serber->Kotani row 4:   0.00000   0.00000   0.00000   0.81650  -0.57735
T Serber->Kotani row 5:   0.00000   0.00000   0.00000   0.57735   0.81650
T^T C Rumer->Serber row 1:   1.00000  -0.50000  -0.50000   0.25000  -0.50000
T^T C Rumer->Serber row 2:   0.00000   0.86603   0.00000  -0.43301   0.00000
T^T C Rumer->Serber row 3:   0.00000   0.00000   0.86603  -0.43301   0.00000
T^T C Rumer->Serber row 4:   0.00000   0.00000   0.00000   0.61237   0.00000
T^T C Rumer->Serber row 5:   0.00000   0.00000   0.00000  -0.43301   0.86603
Rumer overlap row 1:   1.00000  -0.50000  -0.50000   0.25000  -0.50000
Rumer overlap row 2:  -0.50000   1.00000   0.25000  -0.50000   0.25000
Rumer overlap row 3:  -0.50000   0.25000   1.00000  -0.50000   0.25000
Rumer overlap row 4:   0.25000  -0.50000  -0.50000   1.00000  -0.50000
Rumer overlap row 5:  -0.50000   0.25000   0.25000  -0.50000   1.00000
Ring lowest energies for S=0,1,2,3 (J):  -2.80278  -2.11803  -0.50000   1.50000
Ring ground energy, 64-state diagonalization (J): -2.802776
Ground state, Kotani coefficients:   0.77922  -0.33158  -0.33158   0.39635  -0.12584
Ground state, Serber coefficients:   0.77922  -0.33158  -0.33158   0.25096  -0.33158
Ground state, Rumer coefficients:   0.40982  -0.17797  -0.17797   0.40982  -0.17797
Chirgwin-Coulson weights:   0.31934   0.12044   0.12044   0.31934   0.12044
Dewar/Kekule coefficient ratio, odd-to-even arcs: 0.434259
Total weights: Kekule 0.63868, Dewar 0.36132
Largest errors, all S: exchanges 5e-15, Rumer 2e-14, Serber 2e-14
```
